# Matthiessen's Rule for Three Scattering Mechanisms in an Inversion Layer

## Problem

Electrons in the inversion layer of a silicon n-channel transistor at 300 K are scattered by phonons, by the roughness of the oxide interface and by Coulomb centres. Acting alone, these mechanisms would give the mobilities

$$
\mu_{ph}=1000,\qquad \mu_{sr}=1500,\qquad \mu_{C}=3000\ \text{cm}^2/\text{Vs}.
$$

(a) Derive Matthiessen's rule from the momentum balance and find the combined mobility.

(b) Identify the dominant mechanism and say how strongly it dominates.

(c) The rule assumes that the relaxation times vary with energy in the same way, or not at all. Show that otherwise it gives an upper bound, and find the error when only the Coulomb time depends on energy, in proportion to it.

(d) Judge how far the answers hold in a silicon transistor, considering the filling of the layer, temperature, lateral field and channel length.

## Solution

### (a) The combined mobility

Let a weak lateral field $F$ point along the channel. An electron of charge $-e$ feels the force $-eF$. Suppose first that mechanism $i$ destroys the mean momentum $p$ at a constant rate $1/\tau_i$. For collisions that send the electron in a random direction this is the collision rate. For elastic collisions that favour small angles, each collision counts with the weight $1-\cos\theta$, where $\theta$ is the deflection, because this is the fraction of forward momentum lost.

If the mechanisms act independently, their chances of acting in a short time $dt$ add to first order in $dt$, so the loss rates add:

$$
\frac{dp}{dt}=-eF-p\left(\frac1{\tau_{ph}}+\frac1{\tau_{sr}}+\frac1{\tau_C}\right)\equiv -eF-\frac{p}{\tau}.
$$

In the steady state the left side is zero and $p=-eF\tau$. With conductivity mass $m$ the drift velocity is $v=p/m=-e\tau F/m$. The mobility is the drift speed per unit field,

$$
\mu=\frac{|v|}{F}=\frac{e\tau}{m}.
$$

The same argument with one mechanism present gives $\mu_i=e\tau_i/m$. Multiplying $1/\tau=\sum_i1/\tau_i$ by $m/e$ yields Matthiessen's rule:

$$
\frac1\mu=\frac1{\mu_{ph}}+\frac1{\mu_{sr}}+\frac1{\mu_C}.
$$

This step needs the same $m$ in every term. The numbers give

$$
\frac1\mu=\frac1{1000}+\frac1{1500}+\frac1{3000}
=\frac{3+2+1}{3000}=\frac1{500}\ \frac{\text{Vs}}{\text{cm}^2},
$$

$$
\boxed{\mu=500\ \text{cm}^2/\text{Vs}=0.0500\ \text{m}^2/\text{Vs}}
$$

The total lies below the smallest partial mobility, as it must: every added mechanism increases the loss rate.

The corresponding time follows from $\tau=m\mu/e$. For the lowest subband of a (100) silicon layer we take $m=0.19\,m_0$, with $m_0$ the free-electron mass. Then $\tau=54$ fs, while the three mechanisms alone have times of 108, 162 and 324 fs.

### (b) The dominant mechanism

The dominant mechanism is the one with the largest momentum loss rate, hence the smallest partial mobility. Its share of the total rate is

$$
s_i=\frac{1/\tau_i}{1/\tau}=\frac{1/\mu_i}{1/\mu}=\frac{\mu}{\mu_i},
$$

which gives

$$
s_{ph}=\frac{500}{1000}=\frac12,\qquad
s_{sr}=\frac{500}{1500}=\frac13,\qquad
s_C=\frac{500}{3000}=\frac16 .
$$

**Phonon scattering dominates.** It is the largest single share, but not a majority: roughness and Coulomb scattering together contribute the other half.

For randomising collisions the shares are also event probabilities. The chance that no mechanism has acted by time $t$ is $e^{-t/\tau}$, and the chance that mechanism $i$ acts in the next $dt$ is $dt/\tau_i$. The probability that it ends the free flight is therefore

$$
\int_0^\infty e^{-t/\tau}\,\frac{dt}{\tau_i}=\frac{\tau}{\tau_i}=s_i .
$$

If all three mechanisms were randomising, half of all free flights would end with a phonon collision.

The shares also tell us what an improvement is worth. Removing mechanism $i$ leaves the inverse mobility $(1-s_i)/\mu$, so the mobility becomes $\mu/(1-s_i)$. This is 1000 cm²/Vs without phonons, 750 without roughness and 600 without Coulomb scattering.

For a small change of one partial mobility, with the others fixed, differentiate $\mu=(\sum_j\mu_j^{-1})^{-1}$:

$$
\frac{\partial\mu}{\partial\mu_i}
=-\Big(\sum_j\mu_j^{-1}\Big)^{-2}\left(-\mu_i^{-2}\right)
=\frac{\mu^2}{\mu_i^2},
\qquad
\frac{\partial\ln\mu}{\partial\ln\mu_i}
=\frac{\mu_i}{\mu}\,\frac{\mu^2}{\mu_i^2}=s_i .
$$

To first order, a 10% rise in $\mu_{ph}$ thus raises the total by 5%. The full formula gives 523.8 cm²/Vs, slightly less, because the phonon share shrinks as $\mu_{ph}$ grows. The same 10% applied to roughness or to Coulomb scattering gives 515.6 or 507.7 cm²/Vs.

### (c) When the relaxation times depend on energy

**The energy average.** Let the electrons occupy one isotropic parabolic subband, with energy $E$ measured from its bottom and equilibrium occupation $f_0(E)$. In the relaxation-time approximation the steady Boltzmann equation for the small deviation $\delta f$ is

$$
-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau(E)} .
$$

Since $\partial f_0/\partial k_x=\hbar v_x\,df_0/dE$, we have $\delta f=eF\tau v_x\,df_0/dE$. The mean velocity is

$$
\bar v=\frac{\sum_{\mathbf k}v_x\,\delta f}{\sum_{\mathbf k}f_0}
=-eF\,\frac{\sum_{\mathbf k}v_x^2\,\tau\,(-df_0/dE)}{\sum_{\mathbf k}f_0}.
$$

In two dimensions the average of $v_x^2$ over directions is $v^2/2=E/m$, and the density of states is constant, so it cancels. In the denominator, integration by parts gives $\int_0^\infty f_0\,dE=\int_0^\infty E(-df_0/dE)\,dE$, because $Ef_0$ vanishes at both limits. Hence

$$
\mu=\frac em\langle\tau\rangle,\qquad
\langle\tau\rangle=\frac{\int_0^\infty \tau(E)\,E\,(-df_0/dE)\,dE}{\int_0^\infty E\,(-df_0/dE)\,dE}.
$$

The rates add at each energy, $1/\tau(E)=\sum_i1/\tau_i(E)$, but the partial mobilities, each defined for one mechanism acting alone, contain the separate averages: $\mu_i=(e/m)\langle\tau_i\rangle$. The average of an inverse sum is in general not the inverse sum of the averages.

**The bound.** Take any positive numbers $s_i$ with $\sum_is_i=1$. Cauchy's inequality gives

$$
1=\Big(\sum_i s_i\sqrt{\tau_i}\,\frac1{\sqrt{\tau_i}}\Big)^2
\le\Big(\sum_i s_i^2\tau_i\Big)\Big(\sum_i\frac1{\tau_i}\Big).
$$

Dividing by the last bracket, we find $\tau(E)\le\sum_is_i^2\tau_i(E)$ at every energy. The weights in the average are positive, so the inequality survives averaging. Multiplication by $e/m$ gives $\mu\le\sum_is_i^2\mu_i$. Now let $M$ be the Matthiessen value, $1/M=\sum_i1/\mu_i$, and choose $s_i=M/\mu_i$, which indeed add to one:

$$
\mu\le\sum_i\frac{M^2}{\mu_i^2}\,\mu_i=M^2\sum_i\frac1{\mu_i}=M .
$$

Equality requires $s_i\tau_i(E)$ to be the same for all $i$, so the ratios of the relaxation times must not depend on energy. Physically, electrons at each energy are limited most by whichever mechanism is strong there, and a mechanism that is weak on average can still be strong for some of them.

**A case in closed form.** For Coulomb centres in the plane of a very thin layer, without screening, the scattering potential varies as $1/q$, where $q$ is the change of wave number. An elastic deflection has $q^2=2k^2(1-\cos\theta)$, so the golden rule with a constant density of states gives

$$
\frac1{\tau_C}\propto\int_0^\pi\frac{1-\cos\theta}{q^2}\,d\theta=\frac{\pi}{2k^2}\propto\frac1E .
$$

Thus $\tau_C\propto E$. Let the phonon and roughness times be constant; together they correspond to 600 cm²/Vs. For a nondegenerate layer $f_0\propto e^{-x}$ with $x=E/k_BT$, so the normalised weight is $xe^{-x}$ and $\langle x\rangle=\int_0^\infty x^2e^{-x}dx=2$. To keep the Coulomb mobility at 3000 cm²/Vs, its contribution at energy $x$ must be $3000\,x/2$. The mobility at that energy, in cm²/Vs, is

$$
\mu(x)=\left(\frac1{600}+\frac{2}{3000\,x}\right)^{-1}=\frac{600\,x}{x+c},
\qquad c=\frac{2\cdot600}{3000}=0.4 .
$$

We average with the help of $x^2/(x+c)=x-c+c^2/(x+c)$. In the last term, substitute $t=x+c$:

$$
\mu=600\int_0^\infty\frac{x^2e^{-x}}{x+c}\,dx
=600\left[1-c+c^2e^{c}\int_c^\infty\frac{e^{-t}}t\,dt\right]=460.6\ \text{cm}^2/\text{Vs}.
$$

This is 7.9% below the Matthiessen value of 500.

In the opposite limit of strong degeneracy, $-df_0/dE$ is concentrated near the Fermi level. All the averages then sample nearly one energy and the rule is recovered. With the same energy laws and the Fermi level $40\,k_BT$ above the subband bottom, numerical integration gives 499.9 cm²/Vs.

### (d) What survives in a silicon transistor

**Filling of the layer.** Take a rough typical electron density $n=5\times10^{12}$ cm⁻² and depletion charge density $N_d=1\times10^{12}$ cm⁻². The mean field normal to the interface is

$$
F_n=\frac{e(n/2+N_d)}{\varepsilon_{Si}}=0.54\ \text{MV/cm},
$$

where $\varepsilon_{Si}$ is the permittivity of silicon, 11.7 times that of vacuum; on average an electron has half the electron sheet between itself and the bulk. We estimate the subbands from a triangular well of this slope, with normal masses 0.92 and $0.19\,m_0$ for the two groups of valleys, and fill them with Fermi statistics. The Fermi level then lies $0.36\,k_BT$ above the lowest subband, so the layer is between the two limits of part (c).

For this filling, the average of part (c) was integrated numerically within the lowest subband, with each partial mobility held at its given value. The roughness rate was taken proportional to $\int(1-\cos\theta)\,e^{-q^2\Lambda^2/4}\,d\theta$, with correlation length $\Lambda=1.5$ nm. As in part (c), the Coulomb potential was taken for a layer of zero thickness.

- With a constant phonon rate and unscreened Coulomb centres, the mobility is 472 cm²/Vs.
- With the Coulomb potential screened, $1/q\to1/(q+q_s)$, it is 489 cm²/Vs. Here $q_s=1.08$ nm⁻¹ is the Thomas–Fermi value for the lowest subband, with the mean permittivity of silicon and oxide. Screening weakens the energy dependence of $\tau_C$.
- If, in addition, the phonon rate doubles above 60 meV, as a crude picture of the onset of phonon emission, it is 457 cm²/Vs.

The last figure is 8.6% below 500. For these three sets of parameters the rule is good to about a tenth. This is not a general limit: a stronger onset of phonon emission or a correlation length longer than 1.5 nm makes the error larger. So does the finite thickness of the layer. The electrons lie on average about 1.4 nm from the interface, which suppresses Coulomb scattering at large $q$ and makes $\tau_C$ rise faster with energy; for centres at the interface this raises the error of the last case to roughly 15%. Phonons keep the smallest partial mobility by construction.

The well estimate also puts about 73% of the electrons in the lowest subband and 23% in the other group of valleys, whose in-plane mass is anisotropic. The triangular well overstates the first share, because the real potential flattens away from the interface. In this estimate the population-mean conductivity mass is $0.209\,m_0$ instead of $0.19\,m_0$, which changes the times inferred from the given mobilities by about a tenth. The sum in part (a) stays exact only if the ratios of the three relaxation times are the same in both groups of valleys. Otherwise it is again an upper bound, because the average over the groups also has positive weights. A further warning is that $\hbar/\tau=12$ meV is almost half of $k_BT=26$ meV, so the energy of an electron between collisions is not sharply defined. The effect of this on the mobility is not estimated here.

**Temperature.** As rough laws at fixed electron density, take $\mu_{ph}\propto T^{-1.75}$, constant $\mu_{sr}$, and $\mu_C\propto T$. The last follows from $\tau_C\propto E$ and $\langle E\rangle=2k_BT$ in the nondegenerate limit. It neglects partial degeneracy and screening, which weakens on heating. Both flatten this trend in a layer filled as above; the trend reverses in the zero-thickness screened model, but not once the thickness of the layer is included. At 400 K the partial mobilities are 604, 1500 and 4000 cm²/Vs. They combine to 389 cm²/Vs, and the phonon share grows to 64%. On cooling, phonons lose first place to roughness when

$$
1000\left(\frac{T}{300\ \text K}\right)^{-1.75}=1500
\quad\Rightarrow\quad
T=300\ \text K\left(\frac{1000}{1500}\right)^{1/1.75}=238\ \text K .
$$

At that temperature $\mu_C=2380$ cm²/Vs, so Coulomb scattering is still the weakest of the three. With these inputs and temperature laws, the answer to part (b) therefore holds only above about 238 K.

**Lateral field.** A constant mobility requires a drift velocity well below saturation, roughly $10^7$ cm/s. The product $\mu F$ reaches a tenth of this at $F=10^6/500=2000$ V/cm, which is 0.2 V across a channel of 1000 nm. At normal drain voltages a short channel is far beyond this field, and the low-field mobility alone does not fix its current.

**Channel length.** Even at low voltage, a short channel has a resistance that no reduction of scattering can remove. Consider a nondegenerate channel of length $L$ without collisions. Half the electrons move each way, with mean forward velocity $v_T=\sqrt{2k_BT/\pi m}=1.23\times10^7$ cm/s. A small voltage $V$ reduces the flux from one contact by the fraction $eV/k_BT$, so the current per width is $e(n/2)v_T\,eV/k_BT$. Equating this to $en\mu_BV/L$ defines a ballistic mobility

$$
\mu_B=\frac{e\,v_TL}{2k_BT}.
$$

With collisions, the transmitted fraction of the electrons is, to a good approximation, $\lambda/(\lambda+L)$, where $\lambda$ is the mean free path for backscattering. The apparent mobility is $\mu_{app}=\mu_B\lambda/(\lambda+L)$. For $L\gg\lambda$ it must equal $\mu$, so $\mu=\mu_B\lambda/L$, and

$$
\frac1{\mu_{app}}=\frac{\lambda+L}{\lambda\mu_B}=\frac1{\mu_B}+\frac{L}{\lambda\mu_B}=\frac1{\mu_B}+\frac1\mu .
$$

The contacts enter as a fourth term in Matthiessen's rule. For $L=1000$ nm, $\mu_B$ is about 23 900 cm²/Vs and the total falls only to 490. For $L=30$ nm, $\mu_B=716$ cm²/Vs and the total is 294. The ballistic term is then larger than the phonon term, though it is not a scattering mechanism.

This sum used one $\lambda$ for all electrons. With constant $\tau$, the path is $\lambda=(\pi/2)v\tau$ for an electron of speed $v$. Averaging the transmission over energy, with the flux weight $\sqrt x\,e^{-x}$, gives 488 and 282 cm²/Vs for the two lengths. These are lower than the simple sums because $\lambda/(\lambda+L)$ is a concave function of $\lambda$: its average lies below its value at the average path. Partial degeneracy, as in the layer above, is not included in these values.

**Comparison with real devices.** A total of several hundred cm²/Vs is the usual order for electrons in silicon inversion layers at room temperature and normal fields near 0.5 MV/cm, so 500 is of the right order, though somewhat high: typical values at this field are nearer 400. The round partial mobilities are exercise inputs; the real split depends on doping, oxide quality and gate voltage. Of the corrections to the low-field mobility estimated here at 300 K, channel length matters most: at 30 nm the apparent value in the nondegenerate estimate is 44% below the long-channel 500 cm²/Vs, against about 9% for the largest energy-dependence estimate listed, a figure that assumes a layer of zero thickness and only a doubling of the phonon rate and grows if either assumption is relaxed.
